# Breit Hamiltonian of two spin-zero charges and its Klein-Gordon limit: a program that tests the result

```python
"""Breit Hamiltonian of two spin-zero charges -1 and +Z (atomic units):
H = p^2/(2 mu) - Z/r - p^4/(8 c^2) (1/m1^3 + 1/m2^3)
    - Z/(m1 m2 c^2) p_i T_ij p_j,  T_ij = (delta_ij + r_i r_j/r^2)/(2 r).
m1, m2: masses; mu: reduced mass; c: speed of light; n, l: quantum numbers.
First-order shift under test:
-(mu Z^4/c^2) {1/(n^3(2l+1)) - 3/(8n^4)
               + mu^2/(m1 m2) [1/(8n^4) - delta_l0/n^3]}.
For m2 -> infinity it must agree with the Klein-Gordon levels.
The V^2 term of the Klein-Gordon equation is the time part of the seagull.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from numpy.polynomial import Polynomial
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import (eval_genlaguerre, gamma, genlaguerre,
                           roots_genlaguerre)

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
LIGHT = 1 / constants.fine_structure


def moment(poly, shift):
    """Integral of exp(-x) x^shift poly(x) over x > 0."""
    return sum(a * gamma(k + shift + 1)
               for k, a in enumerate(poly.coef) if k + shift >= 0)


def expectation_values(n, l, mu, Z):
    """<p^4> and <p_i T_ij p_j> from derivatives of the radial function."""
    x = Polynomial([0, 1])
    lag = Polynomial(genlaguerre(n - l - 1, 2 * l + 1).coeffs[::-1])
    q = x**l * lag
    d1 = q.deriv() - q / 2
    d2 = d1.deriv() - d1 / 2
    scale = 2 * mu * Z / n
    norm = moment(q * q, 2)
    p2 = -(x**2 * d2 + 2 * x * d1 - l * (l + 1) * q)
    p4 = scale**4 * moment(p2 * p2, -2) / norm
    t = moment(d1 * d1, 1)
    if l > 0:
        t += l * (l + 1) / 2 * moment(q * q, -1)
    return p4, scale**3 * t / norm


def breit_parts(n, l, m1, m2, Z, c):
    mu = m1 * m2 / (m1 + m2)
    p4, t = expectation_values(n, l, mu, Z)
    kinetic = -p4 * (1 / m1**3 + 1 / m2**3) / (8 * c**2)
    return kinetic, -Z * t / (m1 * m2 * c**2)


def shift_formula(n, l, m1, m2, Z, c):
    mu = m1 * m2 / (m1 + m2)
    contact = 1 / n**3 if l == 0 else 0
    return -mu * Z**4 / c**2 * (
        1 / (n**3 * (2 * l + 1)) - 3 / (8 * n**4)
        + mu**2 / (m1 * m2) * (1 / (8 * n**4) - contact))


def kg_numeric(n, l, mass, Z, c, seagull=True, size=16):
    """Radial Klein-Gordon level by diagonalization, rest energy removed."""
    g = (Z / c)**2 if seagull else 0.0
    s = 0.5 + np.sqrt((l + 0.5)**2 - g)
    scale = 1.6 * mass * Z / n
    x, w = roots_genlaguerre(size + 4, 2 * s - 2)
    f, d = [], []
    for k in range(size):
        norm = np.sqrt(gamma(k + 2 * s + 1) / gamma(k + 1))
        val = eval_genlaguerre(k, 2 * s, x) / norm
        der = 0 * x
        if k > 0:
            der = -eval_genlaguerre(k - 1, 2 * s + 1, x) / norm
        f.append(val)
        d.append((s - x / 2) * val + x * der)
    f, d = np.array(f), np.array(d)
    overlap = (f * w * x**2) @ f.T
    inv_r = scale * (f * w * x) @ f.T
    inv_r2 = scale**2 * (f * w) @ f.T
    base = scale**2 * (d * w) @ d.T + (l * (l + 1) - g) * inv_r2
    base = base / (2 * mass)
    rest = mass * c**2
    energy = -mass * Z**2 / (2 * n**2)
    for _ in range(40):
        matrix = base - Z * (1 + energy / rest) * inv_r
        root = eigh(matrix, overlap, eigvals_only=True)[n - l - 1]
        energy = 2 * root / (1 + np.sqrt(1 + 2 * root / rest))
    return energy


def kg_formula(n, l, mass, Z, c):
    with mp.workdps(40):
        a = mp.mpf(Z) / mp.mpf(c)
        big_n = n - l - mp.mpf(1) / 2
        big_n += mp.sqrt((l + mp.mpf(1) / 2)**2 - a**2)
        level = 1 / mp.sqrt(1 + a**2 / big_n**2) - 1
        return float(mass * mp.mpf(c)**2 * level)


# Coulomb vertex factor: its first correction is of order 1/c^4.
with mp.workdps(50):
    cc, pa, pb = mp.mpf(10)**5, mp.mpf("0.7"), mp.mpf("1.9")
    ea = mp.sqrt(cc**4 + (cc * pa)**2)
    eb = mp.sqrt(cc**4 + (cc * pb)**2)
    excess = ((ea + eb) / (2 * mp.sqrt(ea * eb)) - 1) * cc**4
    assert abs(excess / ((pa**2 - pb**2)**2 / 32) - 1) < 1e-8

# On-shell covariant exchange against Coulomb plus transverse exchange.
with mp.workdps(50):
    cc, ma, mb, pp = mp.mpf(10)**6, mp.mpf(2), mp.mpf(7), mp.mpf("1.3")
    for angle in (0.4, 1.5, 2.8):
        pin = [pp, 0]
        pout = [pp * mp.cos(angle), pp * mp.sin(angle)]
        e_a = mp.sqrt(ma**2 * cc**2 + pp**2)
        e_b = mp.sqrt(mb**2 * cc**2 + pp**2)
        sum_sq = sum((u + v)**2 for u, v in zip(pin, pout))
        four_dot = 4 * e_a * e_b + sum_sq
        covariant = (four_dot / (4 * e_a * e_b) - 1) * ma * mb * cc**2
        q_sq = sum((u - v)**2 for u, v in zip(pin, pout))
        cross = pin[0] * pout[1] - pin[1] * pout[0]
        assert abs(covariant / (cross**2 / q_sq) - 1) < 1e-8

# Seagull plus covariant iteration against the sum over both energy signs.
E, Ek = sp.symbols("E Ek", positive=True)
covariant_sum = 2 * E / (E**2 - Ek**2) - 1 / (2 * E)
hamiltonian_sum = ((E + Ek)**2 / (E - Ek)
                   - (E - Ek)**2 / (E + Ek)) / (4 * E * Ek)
assert sp.simplify(covariant_sum - hamiltonian_sum) == 0


def angular_kernel(t, l):
    """Angular integral of P_l |p x p'|^2/q^4 with p' = t p."""
    a, b = 1 + t * t, 2 * t
    log = 2 * np.log((1 + t) / (1 - t))
    first = (2 * a * log - 4 * b) / b**3
    if l == 0:
        return t * t * first
    second = ((b * b - a * a) * log + 2 * a * b) / b**3
    return t * t * (a * first - second) / b


def transverse_momentum_space(phi, l):
    norm = quad(lambda p: (p * phi(p))**2, 0, np.inf)[0]

    def outer(t):
        inner = quad(lambda p: p**5 * phi(p) * phi(p * t), 0, np.inf,
                     epsrel=1e-9, limit=200)[0]
        return t * t * angular_kernel(t, l) * inner
    total = quad(outer, 0, 1, epsrel=1e-8, limit=200)[0]
    return 2 * total / (np.pi * norm)


momentum_states = [
    (1, 0, lambda p: 1 / (1 + p * p)**2),
    (2, 0, lambda p: (p * p - 0.25) / (p * p + 0.25)**3),
    (2, 1, lambda p: p / (p * p + 0.25)**3)]
momentum_results = []
for n, l, phi in momentum_states:
    from_amplitude = transverse_momentum_space(phi, l)
    from_position = expectation_values(n, l, 1.0, 1.0)[1]
    assert abs(from_amplitude - from_position) < 1e-5
    momentum_results.append((n, l, from_amplitude, from_position))

# Expectation values and the closed shift formula, several masses.
for m1, m2, Z in ((1, 10, 4), (3, 5, 2), (1, 1, 1)):
    mu = m1 * m2 / (m1 + m2)
    for n in range(1, 5):
        for l in range(n):
            p4, t = expectation_values(n, l, mu, Z)
            p4_law = (mu * Z)**4 * (8 / (n**3 * (2*l + 1)) - 3 / n**4)
            t_law = (mu * Z)**3 * (3 / (n**3 * (2*l + 1)) - 1 / n**4
                                   - (l == 0) / n**3)
            assert abs(p4 / p4_law - 1) < 1e-9
            assert abs(t / t_law - 1) < 1e-9
            total = sum(breit_parts(n, l, m1, m2, Z, LIGHT))
            law = shift_formula(n, l, m1, m2, Z, LIGHT)
            assert abs(total / law - 1) < 1e-9

# Klein-Gordon level formula against diagonalization, strong coupling.
for n, l in ((1, 0), (2, 0), (2, 1), (3, 1)):
    solved = kg_numeric(n, l, 1.0, 40, LIGHT)
    assert abs(solved / kg_formula(n, l, 1.0, 40, LIGHT) - 1) < 1e-8

# Heavy-mass limit, and the false level when the V^2 term is dropped.
for n, l in ((1, 0), (2, 0), (2, 1)):
    c_test = 1000.0
    level = kg_numeric(n, l, 1.0, 1, c_test)
    kg_shift = level + 1 / (2 * n**2)
    heavy = sum(breit_parts(n, l, 1.0, 1e9, 1, c_test))
    assert abs(kg_shift / heavy - 1) < 1e-4
    false_level = kg_numeric(n, l, 1.0, 1, c_test, seagull=False)
    mean_v2 = 2 / (n**3 * (2 * l + 1))
    expected = mean_v2 / (2 * c_test**2)
    assert abs((false_level - level) / expected - 1) < 1e-3


# Two seagulls exchanging two photons: -K Z^2/(m1 m2 c^3 r^3).
def frequency_integrand(x):
    if x < 1e-3:
        radial = 1 - 2 * x / 3 + x * x / 4
        side = 0.5 - 2 * x / 3 + 3 * x * x / 8
    else:
        e = np.exp(-x)
        radial = (2 - 2 * (1 + x) * e) / x**2
        side = e + ((1 + x) * e - 1) / x**2
    return radial**2 + 2 * side**2


def time_integrand(t):
    a = 1 - t * np.arctan2(1.0, t)
    return 4 * a**2 + 2 * (1 / (1 + t * t) - a)**2


K_frequency = (quad(frequency_integrand, 0, 1)[0]
               + quad(frequency_integrand, 1, np.inf)[0]) / (2 * np.pi)
K_time = (quad(time_integrand, 0, 1)[0]
          + quad(time_integrand, 1, np.inf)[0]) / np.pi**2
assert abs(K_frequency / K_time - 1) < 1e-6

# Worked example.
m1, m2, Z = 1.0, 10.0, 4
mu = m1 * m2 / (m1 + m2)
print(f"m1 = {m1:.0f}, m2 = {m2:.0f} electron masses, Z = {Z}")
print(f"speed of light = {LIGHT:.6f} atomic units")
print(f"Hartree energy = {HARTREE:.6f} eV")
print(f"reduced mass = {mu:.6f} electron masses")
print(f"length 1/(mu Z) = {BOHR / (mu * Z):.6f} angstrom")
print("<pTp> for mu=Z=1, atomic units: momentum space, position space")
for n, l, u, v in momentum_results:
    print(f"  n={n} l={l}: {u:.7f}  {v:.7f}")
print("Two-body levels in eV: Bohr, kinetic, transverse, shift, total")
for n, l in ((1, 0), (2, 0), (2, 1)):
    bohr = -mu * Z**2 / (2 * n**2) * HARTREE
    kin, tra = (v * HARTREE for v in breit_parts(n, l, m1, m2, Z, LIGHT))
    print(f"  n={n} l={l}: {bohr:.6f} {kin:.6f} {tra:.6f} "
          f"{kin + tra:.6f} {bohr + kin + tra:.6f}")
print("1s Breit shift in eV as m2 grows (m2 in electron masses)")
for heavy_mass in (10.0, 100.0, 1000.0, 10000.0):
    value = sum(breit_parts(1, 0, m1, heavy_mass, Z, LIGHT)) * HARTREE
    print(f"  m2={heavy_mass:.0f}: {value:.6f}")
print("Fixed centre, in eV: Bohr, 1/c^2 shift, full KG shift, no-V^2 shift")
for n, l in ((1, 0), (2, 0), (2, 1)):
    bohr = -m1 * Z**2 / (2 * n**2)
    limit = sum(breit_parts(n, l, m1, 1e12, Z, LIGHT))
    full = kg_formula(n, l, m1, Z, LIGHT) - bohr
    false = kg_numeric(n, l, m1, Z, LIGHT, seagull=False) - bohr
    print(f"  n={n} l={l}: {bohr * HARTREE:.6f} {limit * HARTREE:.6f} "
          f"{full * HARTREE:.6f} {false * HARTREE:.6f}")
print(f"double-seagull K: frequency {K_frequency:.7f}, time {K_time:.7f}")
inv_r3 = (mu * Z)**3 / 24
double = -K_time * Z**2 * inv_r3 / (m1 * m2 * LIGHT**3) * HARTREE
print(f"double-seagull energy in 2p, two-body = {double:.3e} eV")
print("finished without a failed check")
```

Printed output:

```
m1 = 1, m2 = 10 electron masses, Z = 4
speed of light = 137.035999 atomic units
Hartree energy = 27.211386 eV
reduced mass = 0.909091 electron masses
length 1/(mu Z) = 0.145524 angstrom
<pTp> for mu=Z=1, atomic units: momentum space, position space
  n=1 l=0: 1.0000000  1.0000000
  n=2 l=0: 0.1875000  0.1875000
  n=2 l=1: 0.0625000  0.0625000
Two-body levels in eV: Bohr, kinetic, transverse, shift, total
  n=1 l=0: -197.900991 -0.158513 -0.027870 -0.186383 -198.087374
  n=2 l=0: -49.475248 -0.025758 -0.005226 -0.030984 -49.506232
  n=2 l=1: -49.475248 -0.004623 -0.001742 -0.006365 -49.481613
1s Breit shift in eV as m2 grows (m2 in electron masses)
  m2=10: -0.186383
  m2=100: -0.226401
  m2=1000: -0.231292
  m2=10000: -0.231791
Fixed centre, in eV: Bohr, 1/c^2 shift, full KG shift, no-V^2 shift
  n=1 l=0: -217.691090 -0.231847 -0.232263 0.139009
  n=2 l=0: -54.422772 -0.037675 -0.037731 0.008693
  n=2 l=1: -54.422772 -0.006762 -0.006764 0.008693
double-seagull K: frequency 0.1591549, time 0.1591549
double-seagull energy in 2p, two-body = -5.395e-06 eV
finished without a failed check
```
